# Mass contrast, the phonon gap and three-phonon scattering in WS2

## The situation

Much of the heat in a semiconducting monolayer such as WS2 is carried by acoustic phonons. They scatter from one another because the bonds are not perfectly harmonic. At lowest order two phonons merge into one, or one splits into two, and both energy and crystal momentum must balance. Tungsten is much heavier than sulfur, and the layer has an energy gap between its acoustic and optical phonons. What does the mass contrast contribute to that gap, and which scattering processes does it remove?

The contributions are taken one at a time: masses, springs, energy balance, momentum balance, the step from a line to a plane, and finally the strength of the processes that remain. The algebra uses atomic units, so $\hbar=1$ and a frequency is also an energy. Numbers are in eV and angstrom.

## The masses: a chain with a gap

Along the armchair direction, rows of W atoms alternate with rows of S pairs. Let the two S atoms of a pair move together. The light mass is then $m=2m_S=64.12$ u, the heavy mass is $M=183.84$ u, and $M/m=2.87$. Using a single S atom would give 5.73, which is the wrong ratio for this motion.

Let $u_n$ and $v_n$ be the displacements of the heavy and light masses in cell $n$, joined by equal nearest-neighbour springs $K$:

$$M\ddot u_n=K(v_n+v_{n-1}-2u_n),\qquad m\ddot v_n=K(u_n+u_{n+1}-2v_n).$$

Insert $u_n=Ue^{i(n\theta-\omega t)}$ and $v_n=Ve^{i(n\theta-\omega t)}$, where $\theta=qL$ and $L$ is the period:

$$(2K-M\omega^2)U=K(1+e^{-i\theta})V,\qquad (2K-m\omega^2)V=K(1+e^{i\theta})U.$$

A nonzero solution requires

$$(2K-M\omega^2)(2K-m\omega^2)=K^2|1+e^{i\theta}|^2=4K^2\cos^2(\theta/2).$$

Expand, move the right side over and divide by $Mm$:

$$\omega^4-\Omega^2\omega^2+\frac{4K^2}{Mm}\sin^2(\theta/2)=0,\qquad \Omega^2=2K\left(\frac1M+\frac1m\right).$$

With $\eta=4Mm/(M+m)^2$, the last coefficient is $4K^2/(Mm)=\eta\Omega^4/4$. The roots are

$$\omega_{A,O}^2=\frac{\Omega^2}{2}(1\mp D),\qquad D=\sqrt{1-\eta\sin^2(\theta/2)}.$$

Define $g=\sqrt{1-\eta}=(M-m)/(M+m)$. As $\theta$ goes from 0 to $\pi$, $D$ falls from 1 to $g$. The acoustic branch rises from zero and the optical branch descends from $\Omega$.

At $\theta=\pi$ the coupling $1+e^{i\theta}$ vanishes. One sublattice rests, because its two neighbours pull on it equally and oppositely, while each moving atom feels the stiffness $2K$. The band edges are therefore

$$\omega_{\rm top}=\sqrt{2K/M},\qquad \omega_{\rm bot}=\sqrt{2K/m}.$$

Any $M>m$ opens a gap, and equal masses close it. For $M\to\infty$ the acoustic band shrinks to zero and the optical band becomes flat at $\Omega=\sqrt{2K/m}$.

For the example take the rough value $\Omega=0.044$ eV. This fixes $K=\Omega^2Mm/[2(M+m)]=11.0$ eV/angstrom$^2$. With $g=0.483$,

$$\omega_{\rm top}=0.044\sqrt{\frac{1-0.483}{2}}=0.0224\ \text{eV},\qquad \omega_{\rm bot}=0.044\sqrt{\frac{1+0.483}{2}}=0.0379\ \text{eV}.$$

The gap is 0.0155 eV. As a control, replace the W mass by the Mo mass and hold the springs and the S mass fixed. The optical bottom stays at 0.0379 eV, since only S moves there, but the acoustic top rises to 0.0310 eV and the gap shrinks to 0.0069 eV. The heavier metal widens the gap by lowering the acoustic band.

## The springs: a second way to open a gap

If the springs alternate between $K_1$ and $K_2$, the stiffness $2K$ becomes $K_1+K_2$, and the coupling becomes

$$|K_1+K_2e^{i\theta}|^2=(K_1+K_2)^2-4K_1K_2\sin^2(\theta/2).$$

The same steps give the same dispersion, now with

$$\Omega^2=(K_1+K_2)\left(\frac1M+\frac1m\right),\qquad \eta=\frac{4K_1K_2}{(K_1+K_2)^2}\,\frac{4Mm}{(M+m)^2}.$$

Unequal springs reduce $\eta$ just as unequal masses do, so they open a gap even when $M=m$. Mass contrast is thus a sufficient cause of a gap, not the sole possible one. The chain results below depend on $g=\sqrt{1-\eta}$, whichever contrast produced it.

## Energy balance: the gap is a threshold

Consider two acoustic phonons merging into an optical one, $\omega_1+\omega_2=\omega_3$, called AAO here together with its reverse. Since $\omega_3\ge\omega_{\rm bot}$ and $\omega_2\le\omega_{\rm top}$,

$$\omega_1=\omega_3-\omega_2\ge\omega_{\rm bot}-\omega_{\rm top}.$$

The right side is the gap itself. An acoustic phonon with less energy than the gap has no AAO process, whatever its partner. Raising the metal mass from Mo to W at fixed springs moves this threshold from 0.0069 to 0.0155 eV.

The whole AAO class is forbidden by energy if even two phonons at the acoustic top cannot reach the optical bottom:

$$2\sqrt{2K/M}<\sqrt{2K/m}\quad\Longrightarrow\quad M>4m.$$

WS2, at 2.87, does not meet this condition.

## Momentum balance: what one polarisation permits

Crystal momentum requires $q_3=q_1+q_2$ up to a multiple of $2\pi/L$. An acoustic phonon at $q=0$ is a uniform translation and is excluded. Take $M>m$. Merging two phonons into an acoustic one is impossible if either of them is optical, since every optical energy exceeds every acoustic one. Four classes remain: AAA, AOO, OOO and AAO, with the merging pair named first.

**AAA.** Put $x=\theta/2$. From $D^2=1-\eta\sin^2x$ follows $D'=-\eta\sin x\cos x/D$. Differentiating $\omega_A^2=\Omega^2(1-D)/2$ then gives

$$\omega_A'=\frac{\Omega^2\eta\sin x\cos x}{4D\,\omega_A}.$$

Square this and insert $\omega_A^2$, $\eta\sin^2x=1-D^2$ and $\eta\cos^2x=D^2-g^2$:

$$(\omega_A')^2=\frac{\Omega^2(1-D^2)(D^2-g^2)}{8D^2(1-D)}=\frac{\Omega^2}{8}(1+D)\left(1-\frac{g^2}{D^2}\right).$$

Both factors increase with $D$, and $D$ falls as $x$ goes from 0 to $\pi/2$. The positive slope therefore decreases steadily and reaches zero at $\pi/2$. By reflection symmetry the branch is strictly concave on $0\le x\le\pi$, with zeros at both ends.

For $x_1+x_2=X<\pi$, concavity gives $\omega_A(x_i)>(x_i/X)\,\omega_A(X)$. Adding the two inequalities gives $\omega_A(x_1)+\omega_A(x_2)>\omega_A(X)$. At $X=\pi$ the right side is zero. If $X>\pi$, replace each $x_i$ by $\pi-x_i$, which changes none of the three energies. The merged phonon always has too little energy, so AAA is closed.

**AOO.** An acoustic phonon would have to lift an optical phonon from $k$ to $k'$. The two roots of the dispersion obey

$$\omega_A^2(q)+\omega_O^2(q)=\Omega^2.$$

Subtracting this identity at $k$ and $k'$ and factoring the differences of squares,

$$|\omega_O(k')-\omega_O(k)|=|\omega_A(k')-\omega_A(k)|\,\frac{\omega_A(k')+\omega_A(k)}{\omega_O(k')+\omega_O(k)}.$$

The fraction is below one. The concavity result gives $|\omega_A(k')-\omega_A(k)|\le\omega_A(k'-k)$. The optical energy step is therefore smaller than the energy of the phonon to be absorbed, and AOO is closed.

**OOO.** Two optical phonons have at least $2\omega_{\rm bot}=\sqrt{2(1+g)}\,\Omega>\Omega$, which is more than any single phonon has.

**AAO.** Square $\omega_A(q_1)+\omega_A(q_2)=\omega_O(q_3)$ and use the identity:

$$[\omega_A(q_1)+\omega_A(q_2)]^2+\omega_A^2(q_3)=\Omega^2.$$

To bound the left side, write

$$1-D=\frac{1-D^2}{1+D}=\frac{\eta\sin^2x}{1+D}\le\frac{\eta\sin^2x}{1+g}=(1-g)\sin^2x,$$

so $\omega_A\le\omega_{\rm top}|\sin x|$. With $x_1,x_2$ in $[0,\pi]$ and $X=x_1+x_2$,

$$\sin x_1+\sin x_2=2\sin\frac X2\cos\frac{x_1-x_2}{2}\le2\sin\frac X2.$$

Let $u=\sin^2(X/2)$, so that $\sin^2X=4u(1-u)$. The left side is then at most

$$\omega_{\rm top}^2[4u+4u(1-u)]=4\omega_{\rm top}^2\,u(2-u)\le4\omega_{\rm top}^2=2(1-g)\Omega^2.$$

This is less than $\Omega^2$ when $g>1/2$, that is, for equal springs, when $M>3m$. At $M=3m$ one marginal solution remains, $q_1=q_2=\pi/L$.

For $M<3m$ solutions do exist. Two phonons at $q=\pi/L$ add up to the zone centre and have $2\omega_{\rm top}>\Omega$, which is too much energy. Letting $q_2\to0$ leaves too little. By continuity there is an exact balance in between.

So in this chain AAO is the sole possible three-phonon process, and it disappears above a mass ratio of 3. An independent search over diagonalized energies, used as a test, found the limits 3.0000 with momentum balance and 4.0000 from energy alone.

WS2 lies just below the chain limit. Twice the acoustic top exceeds the optical top by 0.00075 eV, and 17% of the acoustic wave numbers can take part, against 74% with the Mo mass. Two effects could close or blur this narrow opening:

- A spring ratio of 1.35 closes it. The masses give $1-g^2=0.767$, and closure needs $\eta=0.75$, so the spring factor must be $0.75/0.767=0.98$.
- A short phonon lifetime $\tau$ blurs it. The broadening $\hbar/\tau$ equals the whole margin at 0.88 ps, but is less than a fifth of it at 5 ps.

The chain alone cannot settle whether AAO is open in the real layer.

## From a line to a plane

Now let W and the S pairs form a planar honeycomb, with stiffness $K$ along each bond and $K/3$ across it within the plane. Seen along the armchair direction, each W has one parallel bond on one side and two bonds at $60^\circ$ on the other. For longitudinal motion the two sides have stiffness

$$K\quad\text{and}\quad2\left(\frac K4+\frac K3\cdot\frac34\right)=K,$$

which is the equal-spring chain. For transverse motion they have

$$\frac K3\quad\text{and}\quad2\left(\frac{3K}{4}+\frac K3\cdot\frac14\right)=\frac{5K}{3}.$$

The transverse acoustic branch reaches only 0.0153 eV at the zone edge in this direction. The stiffness $K/3$ is a chosen input. It fixes the ratio of transverse to longitudinal sound speed at 0.745, and it makes a rigid rotation of the layer cost energy, which does not happen in a free layer. The shares and rates below depend on this choice.

The gap survives at every in-plane wave vector. The three bonds together hold each atom with the isotropic stiffness $\tfrac32(K+K/3)=2K$. If the matrix $B$ couples the sublattices, then $(2K-M\omega^2)U=BV$ and $(2K-m\omega^2)V=B^\dagger U$. Eliminating $U$ shows that $(2K-M\omega^2)(2K-m\omega^2)$ is an eigenvalue of $B^\dagger B$, which cannot be negative. Hence $\omega^2\le2K/M$ or $\omega^2\ge2K/m$.

Momentum balance is less restrictive than in the chain. The three zone-edge midpoints are halves of reciprocal vectors that sum to zero, so $\mathbf M_1+\mathbf M_2$ is equivalent to $\mathbf M_3$. Two phonons at the acoustic top can therefore meet the optical bottom, whereas in the chain they meet the optical top. The AAO limit rises from 3 to 4, the value set by energy alone.

In the plane, then, the W mass leaves AAO open. On a grid of 24 by 24 wave vectors, 52% of the acoustic modes can take part, against 95% with the Mo mass. The lowest participating energies on this grid are 0.0156 and 0.0080 eV. On a 96 by 96 grid the shares become 51.5% and 95.5% and the lowest energies fall to 0.0155 and 0.0070 eV, close to the gaps that bound them from below.

## Strength: fewer participants, but no clear fall in the total

Counting participants does not give a rate. Add a cubic energy in the stretch of each bond. Let $A_b$ be the stretch of bond $b$ in a mass-normalised mode. Each mode displacement carries a factor $1/\sqrt{2\omega}$, so the golden rule gives an equilibrium merging rate proportional to

$$\sum\Big|\sum_b A_b(1)A_b(2)A_b^*(3)\Big|^2\frac{n_1n_2(1+n_3)}{\omega_1\omega_2\omega_3}\,\delta(\omega_1+\omega_2-\omega_3),$$

where $n$ is the Bose occupation at 300 K and the outer sum runs over momentum-conserving triples. The unknown cubic constant cancels when it is held fixed in a comparison. Replacing the delta function by a Gaussian of standard deviation 0.0005 eV gives these rates, relative to the Mo-mass total:

| Metal mass | AAA | AAO | AOO |
|---|---:|---:|---:|
| Mo | 0.17 | 0.76 | 0.07 |
| W | 0.16 | 0.83 | 0.05 |
| $M/m=5$ | 0.18 | 0.00 | 0.04 |

These entries are rough. Near the zone centre, neighbouring longitudinal phonons on the grid differ by about 0.0025 eV, more than the Gaussian width. On a 60 by 60 grid at the same width the rows become 0.19, 0.73, 0.085 for Mo, 0.185, 0.79, 0.084 for W and 0.22, 0.00, 0.11 for $M/m=5$. On that grid the AAA entry for Mo still runs from 0.21 to 0.16 as the width goes from 0.001 to 0.00025 eV, so the AAA column is not converged. Doubling the width changes the AOO entry at $M/m=5$ from 0.04 to 0.14, so the AOO column does not establish the size of that channel.

The total AAO rate comes out about 10% higher with the W mass than with the Mo mass, and 4% higher when the Gaussian is twice as wide. On a 60 by 60 grid these excesses are 9% and 4%. They depend on temperature, being about 20% at 100 K and a few per cent at 900 K. The total shows no fall to match the smaller number of participants. A still coarser scan of the mass ratio, on a 12 by 12 grid with the wider Gaussian, gives AAO rates, relative to ratio 1.5, of 1.38 at 2.0, 0.91 at 3.0 and 0.24 at 3.5; on a 30 by 30 grid these become 1.33, 0.88 and 0.23. Of these features, only the closing of the channel towards ratio 4 is backed by the balance arguments above.

The restriction appears when the rate is sorted by energy. AAO processes that involve an acoustic phonon below 0.012 eV are present with the Mo mass. With the W mass they are forbidden, because 0.012 eV is less than the gap; the computed remainder, below $10^{-5}$ of the Mo value, comes from the tails of the Gaussian. Two polarisations permit AAA and AOO, and both survive even at $M/m=5$. In AOO, however, the energy of the acoustic phonon must fit within the width of the optical band, 0.0061 eV with the W mass. Acoustic phonons between that energy and 0.012 eV are therefore left with AAA alone.

## Weighing the model against the layer

The optical energy and the lattice constant, set to 3.16 angstrom in the program, are model inputs of about the right size for WS2. The resulting gap has the right order of magnitude, since that of the real layer is roughly 0.01 eV. For small $\theta$ the acoustic branch is $\omega_A\approx\theta\sqrt{K/[2(M+m)]}$, which gives a sound speed of 4.0 km/s, a model value and not a prediction. The Mo-mass case keeps the WS2 springs and is not a calculation of MoS2.

The restriction to a line matters for the conclusion. Replacing the chain by the plane moves the AAO limit from 3 to 4, because momentum balance then lets two phonons at the acoustic top meet the optical bottom, and it moves the participating share from 17% to 52%. The rigid S pair matters less for the gap: if the two S atoms move oppositely along the chain while W rests, each has stiffness $K$ and mass $m_S$, so $\omega^2=K/m_S=2K/m$. That flat branch lies at the optical bottom, 0.0379 eV, and not inside the gap. It also adds no AAO process for the acoustic modes counted here: they move both S atoms alike, so the cubic contributions of the two atoms to a merging into the opposed motion cancel.

All out-of-plane motion is absent, including flexural phonons and the breathing of the S pair, and so are long-range electric forces and four-phonon processes. Symmetry allows two in-plane acoustic phonons to merge into the breathing motion, and an in-plane and a flexural phonon to merge into the opposed motion, where energy and momentum balance permit. The effect of these omissions has not been sized here. The rates therefore do not determine a thermal conductivity. Within the planar model, the W mass widens the gap and removes AAO scattering for acoustic phonons below 0.0155 eV, while leaving the channel as a whole open. The numerical output below gives the values for both broadenings and the full mass scan.

## Calculated quantities

```
masses W, Mo, S: 183.84, 95.95, 32.06 u; S2 pair 64.12 u
mass ratio W/S2 2.867, Mo/S2 1.496, W/single S 5.734
contrast g for W/S2: 0.4828
input zone-centre optical energy: 0.0440 eV
input lattice constant: 3.16 angstrom; chain period 2.737 angstrom
spring K: 11.009 eV/angstrom^2
sound speed of chain: 4005 m/s
AAO limit on mass ratio, chain: 3.0000
AAO limit on mass ratio, energy alone: 4.0000
AAO limit on mass ratio, plane: 4.0000
W mass: acoustic top 0.02237 eV, optical bottom 0.03789 eV
W mass: gap 0.01551 eV, optical top 0.04400 eV
W mass: twice acoustic top 0.04475 eV, optical bandwidth 0.00611 eV
W mass: optical bottom minus acoustic top 0.01551 eV = least energy for AAO
W mass, chain: acoustic share open to AAO 0.168, from 0.02125 eV
W mass, plane: acoustic share open to AAO 0.522, from 0.01556 eV
W mass, plane: upper-acoustic pairs with sum in optical band 0.378
Mo mass, same springs: acoustic top 0.03097 eV, optical bottom 0.03789 eV
Mo mass, same springs: gap 0.00692 eV, optical top 0.04893 eV
Mo mass, same springs: twice acoustic top 0.06194 eV, optical bandwidth 0.01105 eV
Mo mass, same springs: optical bottom minus acoustic top 0.00692 eV = least energy for AAO
Mo mass, same springs, chain: acoustic share open to AAO 0.739, from 0.00978 eV
Mo mass, same springs, plane: acoustic share open to AAO 0.951, from 0.00799 eV
Mo mass, same springs, plane: upper-acoustic pairs with sum in optical band 0.321
W mass: twice acoustic top minus optical top 0.00075 eV
lifetime whose hbar/lifetime equals this margin: 0.878 ps
spring ratio that closes AAO in the W chain: 1.348
flat branch of opposed S atoms: 0.03789 eV
transverse acoustic zone-edge energy, W: 0.01532 eV
thermal energy at 300 K: 0.02585 eV
occupation, W: acoustic top 0.727, optical top 0.223
plane: rates relative to the Mo-mass total at the same broadening
width 0.0005 eV, Mo mass: AAA 0.1705, AAO 0.7584, AOO 0.0711, AAO share 0.7584
width 0.0005 eV, W mass: AAA 0.1595, AAO 0.8330, AOO 0.0532, AAO share 0.7966
width 0.0005 eV, ratio 5: AAA 0.1793, AAO 0.0000, AOO 0.0417, AAO share 0.0000
width 0.0005 eV, W over Mo mass: all AAO 1.0983, AAO with a phonon below 0.012 eV 2.47e-15
width 0.0010 eV, Mo mass: AAA 0.2046, AAO 0.7111, AOO 0.0844, AAO share 0.7111
width 0.0010 eV, W mass: AAA 0.1998, AAO 0.7405, AOO 0.0879, AAO share 0.7202
width 0.0010 eV, ratio 5: AAA 0.2429, AAO 0.0000, AOO 0.1356, AAO share 0.0000
width 0.0010 eV, W over Mo mass: all AAO 1.0413, AAO with a phonon below 0.012 eV 6.59e-06
coarse scan, width 0.0010 eV, AAO rate relative to ratio 1.5:
mass ratio 1.2: 0.7967
mass ratio 1.5: 1.0000
mass ratio 2.0: 1.3820
mass ratio 2.5: 1.2752
mass ratio 3.0: 0.9102
mass ratio 3.5: 0.2353
mass ratio 4.5: 0.0009
```
